# Separating thermal and static bond-length disorder in implanted, amorphized networks: test program

```python
"""
Result under test: the variance of a first-shell bond-length distribution is
    sigma^2(T) = sigma_s^2 + sigma_T^2(T),
sigma_s^2 = variance over bonds of the thermal mean lengths (static disorder),
sigma_T^2 = bond average of the thermal variance (quantum harmonic vibrations).
For modes with temperatures theta_m and weights w_m that sum to one,
    sigma_T^2 = sum_m w_m C/(2 theta_m) coth(theta_m/(2T)), C = hbar^2/(mu kB),
where mu is the reduced mass of the pair. Static variance is recovered from
total variances at two temperatures, and bounds on it are tested.
Lengths are in angstrom, temperatures in kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.stats import norm

rng = np.random.default_rng(7)
kB, hbar = const.k, const.hbar
atom_mass_u = 72.0
atom_mass = atom_mass_u * const.atomic_mass
reduced_mass = atom_mass / 2
C = hbar**2 / (reduced_mass * kB) * 1e20      # angstrom^2 K
mean_length = 2.5
stiffness0 = 8.0                            # eV/angstrom^2
static_width = 0.05
softening = 2.0                             # 1/angstrom


def gaussian(x, variance):
    return np.exp(-x**2 / (2 * variance)) / np.sqrt(2 * np.pi * variance)


def mode_variance(theta, T):
    return C / (2 * theta) / np.tanh(theta / (2 * T))


def einstein_static(y1, y2, T1, T2):
    """Static variance and Einstein temperature from two total variances."""
    def mismatch(theta):
        return mode_variance(theta, T2) - mode_variance(theta, T1) - (y2 - y1)
    theta = brentq(mismatch, 20.0, 3000.0)
    return y1 - mode_variance(theta, T1), theta


def line_intercept(y1, y2, T1, T2):
    return (T2 * y1 - T1 * y2) / (T2 - T1)


def corrected_intercept(y1, y2, T1, T2):
    return line_intercept(y1 - C / (12 * T1), y2 - C / (12 * T2), T1, T2)


# --- Thermal density from diagonalization of an oscillator (hbar=m=omega=1)
h = 0.15
q = h * np.arange(-80, 81)
difference = np.subtract.outer(np.arange(q.size), np.arange(q.size))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(difference) / safe**2) / h**2
energy, states = np.linalg.eigh(kinetic + np.diag(q**2 / 2))
inverse_temperature = 1.0
boltzmann = np.exp(-inverse_temperature * (energy - energy[0]))
boltzmann /= boltzmann.sum()
thermal_density = (states**2 @ boltzmann) / h
oscillator_variance = 0.5 / np.tanh(inverse_temperature / 2)
thermal_error = np.max(np.abs(thermal_density - gaussian(q, oscillator_variance)))
assert thermal_error < 1e-7

# Broaden that density by a Gaussian spread of mean positions
model_static = 0.64
x = np.linspace(-5, 5, 201)
broadened = gaussian(x[:, None] - q[None, :], model_static) @ thermal_density * h
convolution_error = np.max(np.abs(
    broadened - gaussian(x, oscillator_variance + model_static)))
assert convolution_error < 1e-7

# --- Geometry: full distance compared with its small-displacement expansion
var_par, var_perp = 0.0036, 0.012
node, weight = np.polynomial.hermite_e.hermegauss(24)
weight = weight / weight.sum()
a, b, c = np.meshgrid(node, node, node, indexing="ij")
w3 = weight[:, None, None] * weight[None, :, None] * weight[None, None, :]
distance = np.sqrt((mean_length + np.sqrt(var_par) * a)**2
                   + var_perp * (b**2 + c**2))
distance_mean = np.sum(w3 * distance)
distance_var = np.sum(w3 * (distance - distance_mean)**2)
geometry_correction = (var_perp**2 - 2 * var_par * var_perp) / mean_length**2
assert abs(distance_var - var_par - geometry_correction) < 0.05 * abs(
    geometry_correction)
mean_shift = distance_mean - mean_length
assert abs(mean_shift / (var_perp / mean_length) - 1) < 0.01

# --- Disordered free chain: modes and thermal variance of every bond
n_bonds = 400
static_shift = static_width * norm.ppf((np.arange(n_bonds) + 0.5) / n_bonds)
rng.shuffle(static_shift)
stiffness = stiffness0 * np.exp(-softening * static_shift)
bond_matrix = np.zeros((n_bonds, n_bonds + 1))
index = np.arange(n_bonds)
bond_matrix[index, index] = -1
bond_matrix[index, index + 1] = 1
stiffness_SI = stiffness * const.e * 1e20
dynamical = bond_matrix.T @ (stiffness_SI[:, None] * bond_matrix) / atom_mass
omega2, vectors = np.linalg.eigh(dynamical)
theta_modes = hbar * np.sqrt(omega2[1:]) / kB    # uniform translation left out
mode_weights = (bond_matrix @ vectors[:, 1:])**2 / 2
assert np.max(np.abs(mode_weights.sum(axis=1) - 1)) < 1e-8


def bond_variances(T):
    return mode_weights @ mode_variance(theta_modes, T)


static_var = np.var(static_shift)
temperatures = [20.0, 100.0, 200.0, 300.0, 400.0]
thermal = {T: bond_variances(T).mean() for T in temperatures}
total = {T: static_var + thermal[T] for T in temperatures}
zero_point = (mode_weights @ (C / (2 * theta_modes))).mean()

# High temperature: modal sum against spring compliance plus quantum term
T_high = 3000.0
compliance = np.mean(1 / stiffness_SI) * 1e20
high_prediction = kB * T_high * compliance + C / (12 * T_high)
assert abs(bond_variances(T_high).mean() / high_prediction - 1) < 1e-5
# The quantum term itself must be resolved, not only the classical one
quantum_part = bond_variances(T_high).mean() - kB * T_high * compliance
assert abs(quantum_part / (C / (12 * T_high)) - 1) < 0.01

# --- Moments of the explicit radial density at 300 K
v300 = bond_variances(300.0)
r = np.linspace(-0.7, 0.7, 2801)
dr = r[1] - r[0]
density = np.mean(gaussian(r[:, None] - static_shift[None, :],
                           v300[None, :]), axis=1)
norm_density = density.sum() * dr
density_mean = np.sum(r * density) * dr
density_var = np.sum((r - density_mean)**2 * density) * dr
density_k3 = np.sum((r - density_mean)**3 * density) * dr
assert abs(norm_density - 1) < 1e-8
assert abs(density_var / total[300.0] - 1) < 1e-7
centered = static_shift - static_shift.mean()
predicted_k3 = np.mean(centered**3) + 3 * np.mean(centered * (v300 - v300.mean()))
assert abs(density_k3 / predicted_k3 - 1) < 1e-5
skewness = density_k3 / density_var**1.5
reference = gaussian(r - density_mean, density_var)
shape_error = np.max(np.abs(density - reference)) / reference.max()
assert shape_error < 0.05

# Two static lengths: variance adds although the shape is not Gaussian
split, common_var = 0.05, 0.0036
two_lengths = 0.5 * (gaussian(r - split, common_var)
                     + gaussian(r + split, common_var))
two_var = np.sum(r**2 * two_lengths) * dr
two_k4 = np.sum(r**4 * two_lengths) * dr - 3 * two_var**2
assert abs(two_var / (split**2 + common_var) - 1) < 1e-8
assert abs(two_k4 / (-2 * split**4) - 1) < 1e-5

# --- Thermal rise falls steadily with mode temperature
theta_grid = np.linspace(40, 1500, 600)
rise = mode_variance(theta_grid, 300.0) - mode_variance(theta_grid, 20.0)
assert np.all(np.diff(rise) < 0)

# --- Bounds on static variance for random harmonic spectra
for _ in range(300):
    thetas = rng.uniform(60, 700, 6)
    weights = rng.dirichlet(np.ones(6))
    T1 = rng.uniform(50, 300)
    T2 = T1 + rng.uniform(50, 300)
    y1 = static_var + weights @ mode_variance(thetas, T1)
    y2 = static_var + weights @ mode_variance(thetas, T2)
    assert einstein_static(y1, y2, T1, T2)[0] <= static_var + 1e-9
    assert line_intercept(y1, y2, T1, T2) >= static_var - 1e-9
    assert corrected_intercept(y1, y2, T1, T2) <= static_var + 1e-9

# --- Recover the known static variance of the chain
cold_static, cold_theta = einstein_static(total[20.0], total[300.0], 20.0, 300.0)
warm_static, warm_theta = einstein_static(total[300.0], total[400.0], 300.0, 400.0)
raw_line = line_intercept(total[300.0], total[400.0], 300.0, 400.0)
corrected_line = corrected_intercept(total[300.0], total[400.0], 300.0, 400.0)
assert cold_static < static_var and warm_static < static_var
assert corrected_line < static_var < raw_line
assert abs(corrected_line / static_var - 1) < 0.03

# Relaxation between the two measurements
relaxation = 0.1 * static_var
relaxed_line = corrected_intercept(total[300.0], total[400.0] - relaxation,
                                   300.0, 400.0)
assert relaxed_line > static_var
assert abs((relaxed_line - corrected_line) / relaxation - 3.0) < 1e-8
error_factor = np.hypot(300.0, 400.0) / (400.0 - 300.0)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


A2 = "1e-3 A^2"
print(f"Chain: {n_bonds + 1} atoms, {n_bonds} bonds")
show("Atom mass", atom_mass_u, "u", 1)
show("Reduced mass", reduced_mass / const.atomic_mass, "u", 1)
show("Mean bond length R", mean_length, "A", 2)
show("Stiffness at mean length", stiffness0, "eV/A^2", 2)
show("Softening exponent", softening, "1/A", 2)
show("Chosen static width", static_width, "A", 3)
show("C = hbar^2/(mu kB)", C, "A^2 K")
show("True static variance of the sample", 1e3 * static_var, A2)
show("Zero-point variance", 1e3 * zero_point, A2)
for T in temperatures:
    print(f"T={T:.0f} K: thermal {1e3*thermal[T]:.4f}, "
          f"total {1e3*total[T]:.4f} {A2}")
show("High-T slope kB<1/k>", 1e6 * kB * compliance, "1e-6 A^2/K")
show("Quantum term C/(12T) at 300 K", 1e3 * C / 3600, A2)
fwhm = 2 * np.sqrt(2 * np.log(2))
show("FWHM static only", fwhm * np.sqrt(static_var), "A")
show("FWHM thermal only, 300 K", fwhm * np.sqrt(thermal[300.0]), "A")
show("FWHM total, 300 K", fwhm * np.sqrt(total[300.0]), "A")
show("Third cumulant, 300 K", 1e5 * density_k3, "1e-5 A^3")
show("Skewness, 300 K", skewness)
show("Largest shape error / Gaussian peak", 100 * shape_error, "%", 2)
for theta in (300.0, 400.0):
    show(f"Static part from 300 K alone if theta={theta:.0f} K",
         1e3 * (total[300.0] - mode_variance(theta, 300.0)), A2)
show("Einstein temperature, 20/300 K", cold_theta, "K", 1)
show("Einstein zero-point variance, 20/300 K", 1e3 * C / (2 * cold_theta), A2)
show("Einstein temperature, 300/400 K", warm_theta, "K", 1)
for label, estimate in (("Einstein 20/300 K", cold_static),
                        ("Einstein 300/400 K", warm_static),
                        ("Raw line 300/400 K", raw_line),
                        ("Corrected line 300/400 K", corrected_line),
                        ("Corrected line with relaxation", relaxed_line)):
    print(f"Static, {label}: {1e3*estimate:.4f} {A2}, "
          f"error {100*(estimate/static_var-1):+.2f} %")
show("Static variance lost in relaxation", 1e3 * relaxation, A2)
show("Error amplification, 300/400 K line", error_factor, "", 2)
show("Geometry test: parallel variance", 1e3 * var_par, A2)
show("Geometry test: perpendicular variance", 1e3 * var_perp, A2)
show("Geometry test: full distance variance", 1e3 * distance_var, A2)
show("Geometry test: mean shift", mean_shift, "A", 5)
show("Two-length test: half splitting", split, "A", 3)
show("Two-length test: thermal variance", 1e3 * common_var, A2)
show("Two-length test: total variance", 1e3 * two_var, A2)
show("Two-length test: fourth cumulant", 1e5 * two_k4, "1e-5 A^4")
print(f"Oscillator density error: {thermal_error:.1e} (dimensionless)")
print(f"Convolution density error: {convolution_error:.1e} (dimensionless)")
print("PASS")
```

Running it gives:

```
Chain: 401 atoms, 400 bonds
Atom mass: 72.0 u
Reduced mass: 36.0 u
Mean bond length R: 2.50 A
Stiffness at mean length: 8.00 eV/A^2
Softening exponent: 2.00 1/A
Chosen static width: 0.050 A
C = hbar^2/(mu kB): 1.3475 A^2 K
True static variance of the sample: 2.4919 1e-3 A^2
Zero-point variance: 1.7171 1e-3 A^2
T=20 K: thermal 1.7261, total 4.2180 1e-3 A^2
T=100 K: thermal 1.9672, total 4.4591 1e-3 A^2
T=200 K: thermal 2.6873, total 5.1792 1e-3 A^2
T=300 K: thermal 3.6096, total 6.1015 1e-3 A^2
T=400 K: thermal 4.6056, total 7.0975 1e-3 A^2
High-T slope kB<1/k>: 10.8255 1e-6 A^2/K
Quantum term C/(12T) at 300 K: 0.3743 1e-3 A^2
FWHM static only: 0.1176 A
FWHM thermal only, 300 K: 0.1415 A
FWHM total, 300 K: 0.1839 A
Third cumulant, 300 K: 4.8667 1e-5 A^3
Skewness, 300 K: 0.1021
Largest shape error / Gaussian peak: 2.39 %
Static part from 300 K alone if theta=300 K: 1.2417 1e-3 A^2
Static part from 300 K alone if theta=400 K: 3.2113 1e-3 A^2
Einstein temperature, 20/300 K: 339.9 K
Einstein zero-point variance, 20/300 K: 1.9822 1e-3 A^2
Einstein temperature, 300/400 K: 352.4 K
Static, Einstein 20/300 K: 2.2358 1e-3 A^2, error -10.28 %
Static, Einstein 300/400 K: 2.4811 1e-3 A^2, error -0.43 %
Static, Raw line 300/400 K: 3.1135 1e-3 A^2, error +24.94 %
Static, Corrected line 300/400 K: 2.4585 1e-3 A^2, error -1.34 %
Static, Corrected line with relaxation: 3.2060 1e-3 A^2, error +28.66 %
Static variance lost in relaxation: 0.2492 1e-3 A^2
Error amplification, 300/400 K line: 5.00
Geometry test: parallel variance: 3.6000 1e-3 A^2
Geometry test: perpendicular variance: 12.0000 1e-3 A^2
Geometry test: full distance variance: 3.6091 1e-3 A^2
Geometry test: mean shift: 0.00479 A
Two-length test: half splitting: 0.050 A
Two-length test: thermal variance: 3.6000 1e-3 A^2
Two-length test: total variance: 6.1000 1e-3 A^2
Two-length test: fourth cumulant: -1.2500 1e-5 A^4
Oscillator density error: 2.8e-15 (dimensionless)
Convolution density error: 1.0e-15 (dimensionless)
PASS
```
